# Multilevel summation of Coulomb energies and forces with B-spline interpolation, part 1

(Sections cited here and not found follow in the second part.)

A set of \(N\) point charges with open boundaries has the energy \(E = \tfrac12 k\sum_{i\neq j} q_iq_j/r_{ij}\), and evaluating it as written costs \(N(N-1)/2\) distances. The two obvious shortcuts both fail. Cutting the sum at a distance \(a\) discards pairs that are not small: with lengths in Å, charges in units of \(e\) and \(k = e^2/4\pi\varepsilon_0 = 14.399645\) eV·Å, two unit charges 8 Å apart still interact with \(14.4/8 = 1.8\) eV, and the energy jumps by that amount whenever a pair crosses the cutoff. Putting the charges on a grid and interpolating \(1/r\) fails for the opposite reason. The error of interpolation of order \(p\) on a grid of spacing \(h\) is set by \(h^p\) times the \(p\)-th derivative, which for \(1/r\) is of size \(p!/r^{p+1}\) and has no bound at short range.

One split, \(1/r = (\text{short-ranged}) + (\text{smooth})\), cures both faults but leaves a third. The smooth part still has infinite range, so every grid point talks to every other one. At fixed density the number of grid points is proportional to \(N\), and the cost is again \(N^2\) unless a Fourier transform is brought in. Multilevel summation repeats the split. What remains after the first smoothing is split again at twice the range, and the remainder, being twice as smooth, is carried by a grid twice as coarse. Every level below the top then has a kernel that spans the same number of grid points. The top level keeps the infinite range, on a grid coarse enough for an all-to-all sum.

Kernels below are in 1/Å and the factor \(k\) is restored only in energies, potentials and forces.

## Two charges on a line, by hand

Take two unit charges on a line, A at \(x_A = 3/2\) and B at \(x_B = 3\), so \(r = 3/2\) and \(1/r = 2/3\). Choose grid spacing \(h = 1\), cutoff \(a = 2\), two grid levels, and linear interpolation.

The smoothing function is \(\gamma(\rho) = 1/\rho\) for \(\rho\ge1\) and \(\gamma(\rho) = \tfrac32 - \tfrac12\rho^2\) for \(\rho<1\). At \(\rho = 1\) both pieces have value \(1\) and slope \(-1\). The two smoothed Coulomb kernels are

\[ \tfrac12\gamma(r/2) = \tfrac34 - \tfrac{r^2}{16}\ \ (r<2), \qquad \tfrac14\gamma(r/4) = \tfrac38 - \tfrac{r^2}{128}\ \ (r<4), \]

and each equals \(1/r\) beyond its range. Adding and subtracting them gives \(1/r = g_0 + g_1 + g_2\) with

\[ g_0 = \tfrac1r - \tfrac12\gamma(r/2), \qquad g_1 = \tfrac12\gamma(r/2) - \tfrac14\gamma(r/4), \qquad g_2 = \tfrac14\gamma(r/4). \]

At \(r = 3/2\) the smoothed kernels are \(3/4 - 9/64 = 39/64\) and \(3/8 - 9/512 = 183/512\). Hence \(g_0 = 2/3 - 39/64 = 11/192\), \(g_1 = 312/512 - 183/512 = 129/512\) and \(g_2 = 183/512\). The piece \(g_0\) vanishes for \(r\ge2\) and is evaluated directly. The piece \(g_1\) vanishes for \(r\ge4\) and goes on the fine grid, the integers. The piece \(g_2\) goes on the coarse grid, the points \(2m\).

Linear interpolation uses the hat function \(\varphi(t) = \max(1-|t|,0)\). Interpolating \(g_1(x-x')\) in both \(x\) and \(x'\) gives \(\tilde g_1(x,x') = \sum_{m,n}\varphi(x-m)\,g_1(m-n)\,\varphi(x'-n)\). The source enters only through the grid charges \(q^1_n = q_B\,\varphi(x_B-n)\), here \(q^1_3 = 1\) and zero elsewhere. The coarse grid charges are \(q^2_m = q_B\,\varphi(x_B/2-m)\), that is \(q^2_1 = q^2_2 = \tfrac12\). They can be had without returning to the particle, because a wide hat is a sum of three narrow ones, \(\varphi(t/2) = \tfrac12\varphi(t+1) + \varphi(t) + \tfrac12\varphi(t-1)\): both sides are linear between integers and agree at every integer. So \(q^2_m = \tfrac12q^1_{2m-1} + q^1_{2m} + \tfrac12q^1_{2m+1}\), which reproduces \(q^2_1 = q^2_2 = \tfrac12\).

On the coarse grid the kernel samples are \(g_2(0) = 3/8\), \(g_2(2) = 3/8 - 4/128 = 11/32\) and \(g_2(4) = 1/4\). The coarse potentials near A are

\[ e^2_0 = \tfrac12\cdot\tfrac{11}{32} + \tfrac12\cdot\tfrac14 = \tfrac{19}{64}, \qquad e^2_1 = \tfrac12\cdot\tfrac38 + \tfrac12\cdot\tfrac{11}{32} = \tfrac{23}{64}. \]

The same three-term identity, read the other way, carries them to the fine points next to A: point 1 receives \(\tfrac12(e^2_0+e^2_1) = 21/64\) and point 2 receives \(e^2_1 = 23/64\). The fine kernel adds \(g_1(2) = 1/2 - 11/32 = 5/32\) at point 1 and \(g_1(1) = 11/16 - 47/128 = 41/128\) at point 2. The totals are \(e^1_1 = 21/64 + 10/64 = 62/128\) and \(e^1_2 = 46/128 + 41/128 = 87/128\), and interpolation to A gives \(u(x_A) = \tfrac12(62+87)/128 = 149/256\). The exact smooth part is \(39/64 = 156/256\). The error is \(7/256\), about four percent of \(2/3\).

The error can be accounted for exactly. Linear interpolation of a quadratic \(f\) on spacing \(h\), at fractional position \(t\) in a cell, leaves \(f - If = h^2f''\,(t^2-t)/2\), since the difference is a quadratic with leading coefficient \(f''/2\) that vanishes at both ends. On level 1 only A is off the grid, \(t = \tfrac12\), \(g_1'' = -1/8 + 1/64 = -7/64\), and the error is \((-7/64)(-1/8) = 7/512\). On level 2, \(h^2g_2'' = 4(-1/64)\), A has \(t = \tfrac34\) and B has \(t = \tfrac12\), giving factors \(-3/32\) and \(-4/32\), and the error is \((-1/16)(-7/32) = 7/512\). The sum is \(7/256\). Each error is spacing squared times curvature, and the curvature of a kernel of range \(a_l\) is of size \(1/a_l^3\), so the error is \((h/a)^2/a_l\) times a pure number. The general method raises the power from 2 to \(p\) and the dimension from 1 to 3.

## The splitting in general

Let \(p\) be even, \(a_l = 2^{l-1}a\), \(h_l = 2^{l-1}h\), \(l = 1,\dots,L\). With \(s = \rho^2\), define \(\gamma = s^{-1/2}\) for \(s\ge1\) and, for \(s<1\), the Taylor polynomial of \(s^{-1/2}\) about \(s = 1\),

\[ \gamma = \sum_{k=0}^{p-1}\binom{-1/2}{k}(s-1)^k . \]

The two pieces share their first \(p-1\) derivatives in \(s\) at \(s = 1\). Since \(s = x^2+y^2+z^2\) is a smooth function of position, \(\gamma\) is \(C^{p-1}\) in three dimensions and is a polynomial in \(x,y,z\) inside the unit sphere. A polynomial with odd powers of \(\rho\) below \(p\) would not do, because \(|\mathbf r|\) has a cusp at the origin and such a power has no bounded \(p\)-th derivative there. For \(p = 4\) the coefficients are \(1, -\tfrac12, \tfrac38, -\tfrac5{16}\), and at \(s = 0\) every term is positive: \(\gamma(0) = 1 + 0.5 + 0.375 + 0.3125 = 2.1875\). For \(p = 6\) two more terms give \(2.707031\). The case \(p = 2\) is the function used above.

Writing \(\gamma_l(r) = \gamma(r/a_l)/a_l\), set

\[ g_0 = \frac1r - \gamma_1, \qquad g_l = \gamma_l - \gamma_{l+1}\ \ (1\le l<L), \qquad g_L = \gamma_L . \]

In the sum each \(\gamma_l\) appears once with each sign, so \(\sum_{l=0}^Lg_l = 1/r\) exactly. Because \(\gamma_l = 1/r\) for \(r\ge a_l\), \(g_0\) vanishes for \(r\ge a\) and, for \(1\le l<L\), \(g_l\) vanishes for \(r\ge a_{l+1} = 2a_l\). The top piece \(g_L\) keeps the infinite range of \(1/r\). From \(a_l = 2^{l-1}a\), \(\gamma_l(r) = 2^{-(l-1)}\gamma_1(r/2^{l-1})\), and therefore \(g_l(r) = 2^{-(l-1)}g_1(r/2^{l-1})\) for \(l<L\). In grid units the range of \(g_l\) is \(2a_l/h_l = 2a/h\) on every level below the top. This scaling uses the homogeneity of \(1/r\); a screened kernel can be split the same way but needs a separate stencil on each level.

## Spline interpolation on the integers

The hat function is the case \(p = 2\) of the centred B-spline \(\varphi\), the convolution of \(p\) unit boxes on \([-\tfrac12,\tfrac12]\). It vanishes outside \([-p/2,p/2]\), is a polynomial of degree \(p-1\) between integers and is \(C^{p-2}\). With \(\hat\varphi(\theta) = \int\varphi(t)e^{-i\theta t}dt\), the box has transform \(\sin(\theta/2)/(\theta/2)\), so \(\hat\varphi(\theta) = [2\sin(\theta/2)/\theta]^p\). Expanding \((2\sin\frac\theta2/\theta)^p = (e^{i\theta/2}-e^{-i\theta/2})^p/(i\theta)^p\), where \(1/(i\theta)^p\) stands for \(p\) integrations of a delta function, gives \(\varphi(t) = \sum_{k=0}^p(-1)^k\binom pk(t+p/2-k)_+^{p-1}/(p-1)!\), with \(y_+ = \max(y,0)\). For \(p = 4\), \(\varphi(0) = (8-4)/6 = 2/3\) and \(\varphi(\pm1) = 1/6\).

For \(p>2\), \(\varphi(k)\) is not a Kronecker delta, so \(\sum_mf(m)\varphi(t-m)\) does not interpolate \(f\). The coefficients must undo the convolution with \(b_k = \varphi(k)\). One identity settles whether that is possible. The function \(e^{-i\theta t}\sum_me^{i\theta m}\varphi(t-m)\) has period 1 in \(t\), and its \(k\)-th Fourier coefficient is \(\sum_m\int_0^1\varphi(t-m)e^{-i(\theta+2\pi k)(t-m)}dt = \hat\varphi(\theta+2\pi k)\). Thus

\[ \sum_me^{i\theta m}\varphi(t-m) = e^{i\theta t}\sum_k\hat\varphi(\theta+2\pi k)\,e^{2\pi ikt}. \tag{1} \]

At \(t = 0\) the left side is the symbol \(b(z) = \sum_kb_kz^k\) on \(z = e^{i\theta}\) (\(b\) is even in \(k\)). On the right every term is non-negative because \(p\) is even, and the \(k = 0\) term is positive for \(|\theta|\le\pi\). So \(b\) has no zero on the unit circle, \(1/b(z) = \sum_k\omega_kz^k\) converges in an annulus around it, \(b*\omega = \delta\), and \(\omega\) is even and decays geometrically. With the polynomial \(P(z) = z^{p/2-1}b(z)\) and \(k\ge0\),

\[ \omega_k = \omega_{-k} = \frac1{2\pi i}\oint\frac{z^{k-1}}{b(z)}dz = \frac1{2\pi i}\oint\frac{z^{k+p/2-2}}{P(z)}dz = \sum_{|z_\nu|<1}\frac{z_\nu^{\,k+p/2-2}}{P'(z_\nu)}, \]

for \(p\ge4\), where the power is non-negative and adds no pole at zero, and for simple roots \(z_\nu\), which is the case for \(p = 4\) and \(6\). For \(p = 4\), \(P = (z^2+4z+1)/6\), the inner root is \(-\rho_4\) with \(\rho_4 = 2-\sqrt3 = 0.267949\), \(P' = (2z+4)/6 = 2\sqrt3/6 = 1/\sqrt3\), and \(\omega_k = \sqrt3(-\rho_4)^{|k|}\): \(1.732051, -0.464102, 0.124356,\dots\) For \(p = 6\) the slowest decay is \(\rho_6 = 0.430575\).

The cardinal function \(\mathcal L(t) = \sum_k\omega_k\varphi(t-k)\) has \(\mathcal L(j) = (\omega*b)_j = \delta_{j0}\), and \(If(t) = \sum_jf(j)\mathcal L(t-j)\) is the spline interpolant. It exists for any \(f\) of polynomial growth, because \(\mathcal L\) decays like \(\rho_p^{|t|}\).

Apply \(I\) to \(f = e^{i\theta t}\). Its spline coefficients are \(e^{i\theta m}/b(e^{i\theta})\). In (1), \(\hat\varphi(\theta+2\pi k) = (2\sin\frac\theta2)^p/(\theta+2\pi k)^p\) for even \(p\), the sine cancels between numerator and denominator, and multiplying both by \(\theta^p\) gives

\[ If = e^{i\theta t}\,\frac{1+\theta^p\sum_{k\ne0}e^{2\pi ikt}(\theta+2\pi k)^{-p}}{1+\theta^p\sum_{k\ne0}(\theta+2\pi k)^{-p}}, \]

\[ f - If = e^{i\theta t}\,\theta^p\sum_{k\neq0}\frac{1-e^{2\pi ikt}}{(2\pi k)^p} + O(\theta^{p+1}). \tag{2} \]

Expand \(f = \sum_j(i\theta)^jt^j/j!\) on the left; the decay of \(\mathcal L\) allows term-by-term treatment for small \(\theta\). The orders \(j<p\) are absent on the right, so \(I\) reproduces all polynomials of degree up to \(p-1\). At order \(p\), using \(\theta^p = (-1)^{p/2}(i\theta)^p\),

\[ (1-I)\frac{t^p}{p!} = e_p(t) = (-1)^{p/2}\sum_{k\ne0}\frac{1-e^{2\pi ikt}}{(2\pi k)^p}. \]

This function has period 1, vanishes at integers, is \(C^{p-2}\), and on \([0,1]\) is \(t^p/p!\) plus a polynomial of degree \(p-1\). These are \(p-1\) matching conditions between the ends plus \(e_p(0) = 0\), as many as there are free coefficients, and they fix the polynomial: the difference of two solutions has a constant \((p-1)\)-th derivative, which must vanish for the \((p-2)\)-th to match at the ends, and so on downward to a constant that \(e_p(0) = 0\) removes. The Bernoulli polynomials obey \(B_n' = nB_{n-1}\) and \(B_n(0) = B_n(1)\) for \(n\ne1\), so \(e_p(t) = [B_p(t)-B_p(0)]/p!\). For \(p = 2\) this is \((t^2-t)/2\), as used by hand. For \(p = 4\) it is \(t^2(1-t)^2/24\), with \(e_4(\tfrac12) = 1/384 = 2.60417\times10^{-3}\) and \(e_4'(\tfrac14) = 2t(1-t)(1-2t)/24 = 1/128 = 7.81250\times10^{-3}\).

For \(p>2\) the filter \(\omega\) cannot be skipped. If kernel samples are used as spline coefficients, then by (1) the result for a slow wave is, up to terms of order \(\theta^p\), \(\hat\varphi(\theta)e^{i\theta t}\) with \(\hat\varphi = 1 - p\theta^2/24+\dots\), an error of second order in \(h\) that grows with \(p\).

## Stencils and exact nesting

Interpolate \(g(x-x')\) in both arguments on spacing \(h\), first in one dimension. Substituting \(\mathcal L(t-j) = \sum_m\omega_{m-j}\varphi(t-m)\),

\[ \tilde g(x,x') = \sum_{j,j'}\mathcal L(\tfrac xh-j)\,g(h(j-j'))\,\mathcal L(\tfrac{x'}h-j') = \sum_{m,n}\varphi(\tfrac xh-m)\,G_{mn}\,\varphi(\tfrac{x'}h-n), \]

with \(G_{mn} = \sum_{j,j'}\omega_{m-j}\omega_{n-j'}g(h(j-j'))\). Put \(j = m-u\), \(j' = n-v\), \(k = u-v\). Then \(j-j' = m-n-k\), and \(\sum_u\omega_u\omega_{u-k} = (\omega*\omega)_k\) because \(\omega\) is even. So \(G_{mn} = G_{m-n}\) with \(G_d = \sum_k(\omega*\omega)_k\,g(h(d-k))\), even in \(d\). For \(p = 4\) and \(k\ge0\), the \(k+1\) terms with \(0\le u\le k\) each give \(3(-\rho)^k\) and the two tails each give \(3(-\rho)^k\sum_{j\ge1}\rho^{2j}\), so \((\omega*\omega)_k = 3(-\rho)^k[k+1+2\rho^2/(1-\rho^2)]\): \(3.4641, -1.73205, 0.67949,\dots\)

In three dimensions the basis is \(\varphi^l_{\mathbf m}(\mathbf r) = \prod_\alpha\varphi(r_\alpha/h_l-m_\alpha)\), the filter \(\omega*\omega\) is applied along each axis to the samples \(g_l(h_l|\mathbf j|)\), and

\[ \tilde g_l(\mathbf r,\mathbf r') = \sum_{\mathbf m,\mathbf n}\varphi^l_{\mathbf m}(\mathbf r)\,G^l_{\mathbf m-\mathbf n}\,\varphi^l_{\mathbf n}(\mathbf r'). \]

Since \(g_l(h_l|\mathbf j|) = 2^{-(l-1)}g_1(h|\mathbf j|)\), \(G^l = G^1/2^{l-1}\) for \(l<L\), and two stencils serve the whole hierarchy, one of them for the top level. The interpolation is defined on the infinite lattice, which enters only in computing \(G\). The sums over \(\mathbf m,\mathbf n\) are finite, because only basis functions that are nonzero at a particle contribute. No boundary condition is needed.

The three-term identity of the hat function generalizes. The transform of \(\varphi(t/2)\) is \(2\hat\varphi(2\theta) = 2(\sin\theta/\theta)^p\), and \(\sin\theta/\theta = \cos\frac\theta2\cdot2\sin\frac\theta2/\theta\), so

\[ 2\hat\varphi(2\theta) = 2^{1-p}\big(e^{i\theta/2}+e^{-i\theta/2}\big)^p\hat\varphi(\theta) = \sum_{k=-p/2}^{p/2}2^{1-p}\binom p{p/2+k}e^{-ik\theta}\hat\varphi(\theta). \]

The factor \(e^{-ik\theta}\) is a shift by \(k\), so \(\varphi(t/2) = \sum_kJ_k\varphi(t-k)\) with \(J_k = 2^{1-p}\binom p{p/2+k}\). For \(p = 4\), \(J_0,J_{\pm1},J_{\pm2} = 0.75, 0.5, 0.125\). With \(t = x/h_l-2m\) and \(n = 2m+k\) this reads \(\varphi^{l+1}_m = \sum_nJ_{n-2m}\varphi^l_n\), and in three dimensions \(J_{\mathbf n-2\mathbf m}\) is the product over axes. The relation is an identity. Moving between grids therefore adds no error. This needs the coarse function space to lie inside the fine one. With translates of a single compactly supported interpolating function of higher order than the hat, such as sliding-stencil Lagrange interpolation or cubic Hermite interpolation with slopes replaced by finite differences, a coarse basis function is in general only approximated by fine ones, and each transfer is a further interpolation whose error must be added to the analysis below. Interpolating functions defined by a two-scale relation, such as the Deslauriers–Dubuc scaling functions, are an exception: they are compactly supported and nest exactly.

## The algorithm

The smooth potential is \(u(\mathbf r) = \sum_{l=1}^L\sum_jq_j\tilde g_l(\mathbf r,\mathbf r_j) = \sum_l\sum_{\mathbf m}\varphi^l_{\mathbf m}(\mathbf r)(G^l*q^l)_{\mathbf m}\), with \(q^l_{\mathbf n} = \sum_jq_j\varphi^l_{\mathbf n}(\mathbf r_j)\). The two-scale relation applied inside \(q^{l+1}\) gives the restriction. Applied to the outer basis function it gives \(\sum_{\mathbf m}\varphi^{l+1}_{\mathbf m}e_{\mathbf m} = \sum_{\mathbf n}\varphi^l_{\mathbf n}\sum_{\mathbf m}J_{\mathbf n-2\mathbf m}e_{\mathbf m}\), the prolongation, which is the transpose of the restriction. The steps are:

1. Spread charges to the finest grid, \(q^1_{\mathbf n} = \sum_jq_j\varphi^1_{\mathbf n}(\mathbf r_j)\), at \(p^3\) points per charge.
2. Restrict upward, \(q^{l+1}_{\mathbf m} = \sum_{\mathbf n}J_{\mathbf n-2\mathbf m}q^l_{\mathbf n}\).
3. At the top, \(e^L = G^L*q^L\), all points with all points.
4. Going down, \(e^l_{\mathbf n} = (G^l*q^l)_{\mathbf n} + \sum_{\mathbf m}J_{\mathbf n-2\mathbf m}e^{l+1}_{\mathbf m}\).
5. Interpolate, \(u(\mathbf r_i) = \sum_{\mathbf m}\varphi^1_{\mathbf m}(\mathbf r_i)e^1_{\mathbf m}\).
6. Add the pairs with \(r_{ij}<a\) directly through \(g_0\).

The grid cannot tell \(j = i\) from \(j\ne i\), so \(u(\mathbf r_i)\) contains the smoothed self-interaction, whose exact value is \(q_i\sum_{l\ge1}g_l(0) = q_i\gamma(0)/a\). It is subtracted:

\[ \tilde E/k = \tfrac12\sum_{i\ne j}q_iq_jg_0(r_{ij}) + \tfrac12\sum_iq_iu(\mathbf r_i) - \tfrac12\sum_iq_i^2\,\gamma(0)/a . \]

For the force, write the middle term as \(\tfrac12\sum_{i,j}q_iq_j\tilde g(\mathbf r_i,\mathbf r_j)\) with \(\tilde g = \sum_{l\ge1}\tilde g_l\), symmetric because \(G\) is even. Position \(\mathbf r_i\) occurs in the first slot and in the second, and symmetry turns the second into the first, so the gradient is \(q_i\sum_jq_j\nabla_1\tilde g(\mathbf r_i,\mathbf r_j) = q_i\nabla u(\mathbf r_i)\), the term \(j = i\) included. The factor \(\tfrac12\) is gone. Only \(\varphi^1\) in step 5 is differentiated; differentiating one box of the convolution gives \(\varphi_p'(t) = \varphi_{p-1}(t+\tfrac12)-\varphi_{p-1}(t-\tfrac12)\). The short-range force uses \(g_0'(r)/r = -1/r^3 - (2/a^3)\,d\gamma/ds\) at \(s = r^2/a^2\). The force is the exact gradient of \(\tilde E\) and is continuous for \(p\ge4\). It does not sum to zero: \(\tilde g\) depends on where each charge sits in its cell and not on the separation alone, so momentum is conserved only to within the interpolation error, and an isolated charge feels a small force from its own grid image.

The splitting of \(1/r\), its spline interpolation on nested grids, and the algorithm for the energy and forces are now in place, with transfers between grids adding no error. What remains is to bound the interpolation error and estimate its actual size, to count the cost, and to test the method on a rock-salt cube.
